Radiative recombination of hydrogen at 10⁴ K from detailed balance

**Problem**

A dilute hydrogen plasma has a Maxwellian electron distribution at 10⁴ K. An electron can be captured into shell n with emission of one photon. The number of captures per unit volume and time is α_n times the electron and proton densities. Using detailed balance with photoionisation, find

α_A = Σ_{n≥1} α_n and α_B = Σ_{n≥2} α_n.

Case A applies when all recombination photons escape. Case B applies when each photon from capture into n = 1 ionises another ground-state atom nearby, so that this capture has no net effect.

Treat the atom without relativity, in the electric-dipole approximation and with a fixed proton, and neglect stimulated recombination. Atomic units are used in the derivation: k is the electron momentum, E = k²/2, T stands for kT in hartree, a = 0.00729735 is the fine-structure constant, and the speed of light is 1/a. The photon energy is

ω = E + 1/(2n²).

At 10⁴ K, T = 0.031668, and an electron with E = T has k = 0.251667. The atomic units of area and rate coefficient are 2.80029×10⁻¹⁷ cm² and 6.12616×10⁻⁹ cm³/s.

**First estimate by scaling**

*Detailed balance.* Let channel i be atom plus photon and channel f be ion plus electron, with G internal states, relative momentum p and speed v = dE/dp in each. In a volume V the golden rule gives a rate v_i σ_if/V. It is proportional to the density of final states, V p_f²/(2π²v_f), and to the squared matrix element summed over internal states and divided by G_i. Hence σ_if G_i v_i v_f/p_f² contains the same summed matrix element for both directions, because absorption and spontaneous emission have conjugate amplitudes. Equating it with its reverse gives

G_i p_i² σ_if = G_f p_f² σ_fi.

Here G_i = 2·2n² (two polarisations; the shell has 2n² states), p_i = aω, G_f = 2 (electron spin) and p_f = k. The proton spin cancels. This is the Milne relation:

σ_fb = 2n² (aω/k)² σ_bf.

*Photoionisation.* A field F cos ωt along z couples through (F/2)z. With free states normalised per unit energy, the ionisation rate is 2π(F/2)²|z|². The photon flux is F²/(8πaω), so σ = 4π²aω|z|². Averaging over the n² orbital states, and using isotropy to replace |z|² by |**r**|²/3,

σ_bf = (4π²a/3)(ω/n²) S_n,

where S_n is the sum of |⟨free|**r**|bound⟩|² over the shell and over all free states at energy E.

*The ground shell.* For 1s, the strengths to all final states add up to ⟨r²⟩ = 3. If they are spread over about one hartree, S₁ ≈ 3. With ω ≈ 1/2, σ_bf ≈ 0.0960 × 0.5 × 3 = 0.144, and

α₁ ≈ kσ_fb ≈ 2a²ω²σ_bf/k ≈ 1.5×10⁻⁵ a.u. ≈ 9.3×10⁻¹⁴ cm³/s.

*Higher shells.* A slow electron falls in on a nearly parabolic orbit, and frequency ω is radiated where the orbital time r^(3/2) is about 1/ω, at r ~ ω^(−2/3). The acceleration 1/r² acting for a time 1/ω has Fourier amplitude ~ ω^(1/3), so one passage radiates an energy per unit frequency ∝ ω^(2/3). The cross section for reaching r is about 2πr/k² ∝ ω^(−2/3), because the attraction focuses slow electrons. The product is flat in ω, roughly so when ω exceeds k³. The photon number per unit frequency then varies as 1/ω. Shell n takes up a frequency interval of about 1/n³, so at fixed E

σ_fb ∝ 1/(n³ω).

If the binding energy exceeds T, then ω ≈ 1/(2n²) and α_n ≈ α₁/n. If it is much smaller, ω is of order T and α_n falls roughly as n⁻³. The change occurs at n_T = (2T)^(−1/2) ≈ 4. Joining the two laws there,

α_A/α₁ ≈ 1 + 1/2 + 1/3 + 1/4 + n_T² Σ_{n≥5} n⁻³ ≈ 2.08 + 0.39 = 2.47.

The estimates are therefore α_A ≈ 2.3×10⁻¹³ and α_B ≈ 1.4×10⁻¹³ cm³/s.

**Exact solution**

*Angular sum.* Let u_l(r) and w_l(r) be r times the bound and free radial functions, both positive near r = 0. Define

X_l = ∫u_{l−1} r w_l dr, Y_l = ∫u_l r w_{l−1} dr.

For the pair l−1, l, the squared angular element of cos θ is (l²−m²)/(4l²−1). Summed over m from −(l−1) to l−1 it gives l/3. Three Cartesian components give l, so

S_n = Σ_{l=1}^{n} l (X_l² + Y_l²), with Y_n = 0.

*Ladder operators.* Let H_l = −½d²/dr² + l(l+1)/(2r²) − 1/r and

D_l = d/dr + l/r − 1/l, D_l† = −d/dr + l/r − 1/l.

Multiplying out gives D_l†D_l = 2H_l + 1/l² and D_lD_l† = 2H_{l−1} + 1/l². Thus D_l lowers l at fixed energy:

D_l P_l = c_l P_{l−1}, D_l† P_{l−1} = c_l P_l.

For bound states the norm fixes c_l = b_l = √(1/l² − 1/n²). For free states the amplitude at large r fixes c_l = k_l = √(k² + 1/l²). Both are taken positive because near the origin D_l turns r^(l+1) into (2l+1)r^l.

*Recursion.* Write b_l u_{l−1} = D_l u_l in X_l and integrate by parts; the boundary terms vanish:

b_l X_l = ∫u_l [−r w_l′ + (l−1)w_l − r w_l/l] dr.

The derivative w_l′ can be removed in two ways:

r w_l′ = k_l r w_{l−1} − (l − r/l) w_l,
r w_l′ = (l+1)w_l − r w_l/(l+1) − k_{l+1} r w_{l+1}.

Since u_l and w_l have the same l and different energies, ∫u_l w_l dr = 0. With M_l = ∫u_l r w_l dr, the two substitutions give

b_l X_l = −k_l Y_l − (2/l) M_l,
b_l X_l = k_{l+1}X_{l+1} − M_l/[l(l+1)].

The first gives M_l = −(l/2)(b_l X_l + k_l Y_l). Inserting this in the second and multiplying by 2(l+1),

(2l+1) b_l X_l = 2(l+1) k_{l+1}X_{l+1} + k_l Y_l.

The same argument with bound and free functions exchanged gives

(2l+1) k_l Y_l = 2(l+1) b_{l+1}Y_{l+1} + b_l X_l.

Multiply the first by 2l+1 and add the second. Since (2l+1)² − 1 = 4l(l+1),

b_l X_l = [(2l+1)k_{l+1}X_{l+1} + b_{l+1}Y_{l+1}]/(2l),

and likewise

k_l Y_l = [(2l+1)b_{l+1}Y_{l+1} + k_{l+1}X_{l+1}]/(2l).

Every term is non-negative, so the descent from l = n involves no cancellation.

*Starting value.* The highest-l bound function is u_{n−1} = N rⁿ e^(−r/n), with N² = (2/n)^(2n+1)/(2n)!. The free function is

w_n = √(2/(πk)) C (kr)^(n+1) e^(−ikr) M(A, 2n+2, 2ikr), A = n+1+i/k,

where M is the confluent hypergeometric function. For large z = 2ikr, M contains the term (2n+1)! e^z z^(A−2n−2)/Γ(A), with |z^(A−2n−2)| = (2kr)^(−n−1) e^(−π/(2k)). In (kr)^(n+1) e^(−ikr) M, which is real, this term and its complex conjugate add to an oscillation of amplitude (2n+1)! 2^(−n) e^(−π/(2k))/|Γ(A)|. The amplitude is therefore unity, apart from the square root, if

C = 2ⁿ e^(π/(2k)) |Γ(A)|/(2n+1)!.

The square root normalises per unit energy, because ∫sin kr sin k′r dr → (π/2)δ(k−k′) = (πk/2)δ(E−E′).

Integrating the series of M term by term gives a binomial series, continued analytically where needed:

I(p) = ∫r^(2n+1) e^(−(p+ik)r) M dr
= (2n+1)! (p+ik)^(A−2n−2) (p−ik)^(−A)
= (2n+1)! (p²+k²)^(−n−1) exp[−(2/k) arctan(k/p)].

X_n needs one more power of r, which −d/dp supplies:

−I′(p) = I(p) [2(n+1)p − 2]/(p²+k²).

At p = 1/n the bracket is 2/n. Therefore

X_n = N √(2/(πk)) C k^(n+1) (2/n) I(1/n)/(1/n²+k²).

Now use

|Γ(A)|² = (π/k)/sinh(π/k) · Π_{s=1}^{n}(s² + 1/k²).

The factor e^(π/k)(π/k)/sinh(π/k) equals (2π/k)/(1−e^(−2π/k)), and the remaining powers of k cancel:

X_n² = [2^(2n+4)/n²] [(2/n)^(2n+1)/(2n)!]
 × Π_{s=1}^{n}(1+s²k²)/(1−e^(−2π/k))
 × (1/n²+k²)^(−2n−4) exp[−(4/k) arctan(nk)].

For n = 1 and k → 0 this is 256e⁻⁴ = 4.69, so the threshold cross section is 6.30×10⁻¹⁸ cm².

*The shell n = 2 at E = T.* Here ω = 0.156668, k₁ = 1.03118, k₂ = 0.55976 and b₁ = 0.86603. The starting formula gives X₂ = 4.80743. Then

X₁ = 3 × 0.55976 × 4.80743/(2 × 0.86603) = 4.661,
Y₁ = 0.55976 × 4.80743/(2 × 1.03118) = 1.305,
S₂ = 4.661² + 1.305² + 2 × 4.80743² = 69.65.

Hence σ_bf = 0.09603 × (0.156668/4) × 69.65 = 0.2620 a.u. = 7.336×10⁻¹⁸ cm². The Milne factor is 8(aω/k)² = 1.651×10⁻⁴, so σ_fb = 1.211×10⁻²¹ cm².

*Thermal average.* The energy distribution is f(E) = 2√(E/π) T^(−3/2) e^(−E/T). In α_n = ∫kσ_fb f dE, the factor k cancels one power of 1/k², and √E/k = 1/√2. Thus

α_n = √(8/π) (4π²a³/3) T^(−3/2) ∫₀^∞ ω³ S_n e^(−E/T) dE.

When T is far below the binding energy, ω³S_n is nearly constant over the thermal range. The integral is then proportional to T, and α_n ∝ T^(−1/2): slow electrons are captured more readily.

I evaluated the integral by 48-point Gauss–Legendre quadrature in t = ln(2n²ω), up to E = 40T. In units of 10⁻¹³ cm³/s, the first four shells give

α₁ = 1.582, α₂ = 0.770, α₃ = 0.455, α₄ = 0.296.

The sum to n = 10 is 3.778, and to n = 300 it is 4.164.

For the remainder, the estimate's law σ_fb ∝ 1/(n³ω) suggests a thermal integral of e^(−E/T)/(E + 1/(2n²)), which grows logarithmically with n. I therefore take

n³α_n = A₀ + B₀ ln n.

Fitted at n = 75 and 150, this law gives 3.976×10⁻¹⁶ cm³/s for shells 151 to 300, as does their direct sum to these digits. Fitted at 150 and 300, it gives 1.67×10⁻¹⁶ cm³/s for all higher shells. The results are

α_A = 4.17×10⁻¹³ cm³/s = 4.17×10⁻¹⁹ m³/s,
α_B = 2.58×10⁻¹³ cm³/s = 2.58×10⁻¹⁹ m³/s.

These values are for a fixed proton. Using the reduced mass raises both by about 0.07%, which leaves α_A at 4.17×10⁻¹³ but moves α_B from 2.584×10⁻¹³ to 2.585×10⁻¹³ cm³/s, so that it rounds to 2.59×10⁻¹³.

**Comparison**

The estimates are low by factors of about 1.8 for case A and 1.9 for case B. Most of the discrepancy is already present in α₁, which is low by a factor of 1.7. The threshold value of S₁ is 4.69 instead of 3, a factor of 1.56. This closeness is partly accidental: only 0.85 of the total 3 lies in the continuum (2.15 goes to bound p states), but its effective width, 0.85/4.69 ≈ 0.18 hartree, is far below the assumed one hartree. The thermal mean of 1/k also exceeds its value at E = T by 2/√π = 1.13. The slow fall of ω²σ_bf with energy takes back about 4%.

The shell dependence fares better. The exact ratios α_n/α₁ for n = 2, 3, 4 are 0.49, 0.29 and 0.19, against 1/2, 1/3 and 1/4. Shells above n = 4 contribute 0.67α₁ instead of 0.39α₁, for two reasons. The estimate held n³α_n constant there and omitted its growth with n; averaging the law 1/(n³ω) over the Maxwell distribution and referring it to α₁ gives 0.54α₁. The law is also only approximate across shells: at E = T the exact n³ωσ_fb exceeds its n = 1 value by 12% for n = 2, 22% for n = 4 and about 30% for n = 16, and this supplies the rest. The two errors in the shell sum partly cancel: α_A/α₁ is 2.63, against 2.47.

Capture into n = 1 makes up 38% of α_A, so the fate of its photons matters. For a photon released at E = T, σ_bf of the ground state is 5.35×10⁻¹⁸ cm². Unit optical depth then requires a neutral column of 1.9×10¹⁷ cm⁻². Case B needs a column well above this; case A needs one well below it, with the ionising photons escaping. Between these limits neither sum gives the net rate. Both also fail if the electrons are not Maxwellian, if radiation stimulates capture appreciably, or if collisions ionise atoms before they decay from shells that contribute appreciably to the sum.

Numbers in the example were calculated in double precision.
